# Radiative lifetime of a weak 270 nm transition from Einstein's coefficients: test program

```python
"""
Result under test: a nondegenerate dipole transition in vacuum has
    A = e^2 omega^2 f / (2 pi eps0 m c^3),
    tau = 1/A = eps0 m c lambda^2 / (2 pi e^2 f),
which is about 110 ns for lambda = 270 nm and f = 0.01.

A: spontaneous rate; tau: radiative lifetime; f: oscillator strength;
omega: angular frequency; lambda: vacuum wavelength; mu: transition dipole;
B: absorption rate divided by spectral energy density per angular frequency;
m, e: electron mass and elementary charge; n: refractive index.
"""
import numpy as np
from scipy.constants import c, e, epsilon_0, hbar, k as k_B, m_e, pi
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal


def lifetime_formula(wavelength, strength):
    return epsilon_0 * m_e * c * wavelength**2 / (2 * pi * e**2 * strength)


def dipole_power(amplitude, omega, index=1.0, distance_in_k=2.0):
    """Mean power through a sphere, from the complete oscillating-dipole field."""
    k = index * omega / c
    r = distance_in_k / k
    cosine, weight = np.polynomial.legendre.leggauss(20)
    normal = np.column_stack(
        [np.sqrt(1 - cosine**2), np.zeros_like(cosine), cosine])
    dipole = np.zeros_like(normal)
    dipole[:, 2] = amplitude
    n_cross_p = np.cross(normal, dipole)
    along = np.sum(normal * dipole, axis=1)[:, None]
    wave = np.exp(1j * k * r)
    electric = wave / (4 * pi * epsilon_0 * index**2) * (
        k**2 * np.cross(n_cross_p, normal) / r
        + (3 * normal * along - dipole) * (1 / r**3 - 1j * k / r**2))
    magnetic = (omega * k / (4 * pi) * n_cross_p * wave / r
                * (1 - 1 / (1j * k * r)))
    poynting = 0.5 * np.real(np.cross(electric, np.conj(magnetic)))
    radial = np.sum(poynting * normal, axis=1)
    return 2 * pi * r**2 * np.sum(weight * radial)


def broadband_excitation():
    """Integral of P/Rabi^2 over frequency, per time, with omega0 = 1.

    The two-level equations keep both rotating and counter-rotating terms.
    """
    frequency = np.linspace(0.5, 1.5, 1001)[None, :]
    phase = np.array([[0.0], [pi / 2]])
    rabi, total_time, steps = 1e-5, 400.0, 2000
    dt = total_time / steps
    state = np.zeros((2, 2, frequency.size), dtype=complex)
    state[0] = 1.0

    def derivative(t, s):
        drive = 1j * rabi * np.cos(frequency * t + phase)
        return np.array([drive * np.exp(-1j * t) * s[1],
                         drive * np.exp(1j * t) * s[0]])

    def band_integral(s):
        probability = np.mean(np.abs(s[1])**2, axis=0) / rabi**2
        spacing = frequency[0, 1] - frequency[0, 0]
        return spacing * (np.sum(probability)
                          - 0.5 * (probability[0] + probability[-1]))

    halfway = 0.0
    for step in range(steps):
        t = step * dt
        d1 = derivative(t, state)
        d2 = derivative(t + dt / 2, state + dt * d1 / 2)
        d3 = derivative(t + dt / 2, state + dt * d2 / 2)
        d4 = derivative(t + dt, state + dt * d3)
        state = state + dt * (d1 + 2 * d2 + 2 * d3 + d4) / 6
        if step + 1 == steps // 2:
            halfway = band_integral(state)
    return (band_integral(state) - halfway) / (total_time / 2)


# Given transition
wavelength = 270e-9
strength = 0.01
omega = 2 * pi * c / wavelength
mu = np.sqrt(3 * hbar * e**2 * strength / (2 * m_e * omega))
tau = lifetime_formula(wavelength, strength)
A = 1 / tau
B = pi * mu**2 / (3 * epsilon_0 * hbar**2)

# Absorption coefficient from time evolution and an orientation quadrature
scaled_rate = broadband_excitation()
cosines, weights = np.polynomial.legendre.leggauss(8)
orientation = np.sum(weights * cosines**2) / np.sum(weights)
B_numeric = scaled_rate * 2 * mu**2 * orientation / (epsilon_0 * hbar**2)
# The finite frequency band and finite time leave an error below one percent.
assert abs(B_numeric / B - 1) < 0.01

# Spontaneous rate from radiated power; classical dipole amplitude is 2 mu
A_flux = dipole_power(2 * mu, omega) / (hbar * omega)
assert abs(A_flux / A - 1) < 1e-8
assert 105e-9 < 1 / A_flux < 115e-9

# Separately computed A and B must give Boltzmann populations in Planck light
population_rows = []
for temperature in (6000.0, 20000.0):
    x = hbar * omega / (k_B * temperature)
    density = hbar * omega**3 / (pi**2 * c**3 * np.expm1(x))
    ratio = B_numeric * density / (A_flux + B_numeric * density)
    boltzmann = np.exp(-x)
    assert abs(ratio / boltzmann - 1) < 0.01
    population_rows.append((temperature, ratio, boltzmann))

# One-axis oscillator: grid eigenstates against classical energy over power
grid = np.linspace(-8, 8, 2001)
h = grid[1] - grid[0]
energies, states = eigh_tridiagonal(
    1 / h**2 + grid**2 / 2, np.full(grid.size - 1, -0.5 / h**2),
    select="i", select_range=(0, 1))
gap = energies[1] - energies[0]
position_element = np.sum(states[:, 0] * grid * states[:, 1])
f_axis = 2 * gap * position_element**2 / 3
swing = 1e-12
stored_energy = 0.5 * m_e * omega**2 * swing**2
tau_classical = stored_energy / dipole_power(e * swing, omega)
tau_axis = lifetime_formula(wavelength, f_axis)
assert abs(f_axis - 1 / 3) < 1e-4
assert abs(tau_axis / tau_classical - 1) < 1e-4

# Rough resist-film inputs and the effects absent from the vacuum result
emission_wavelength = 300e-9
index = 1.7
observed_lifetime = 2e-9
ring_radius = 0.3e-9
omega_emission = 2 * pi * c / emission_wavelength
tau_shifted = tau * (emission_wavelength / wavelength)**3
A_shifted_flux = dipole_power(2 * mu, omega_emission) / (hbar * omega_emission)
assert abs(A_shifted_flux * tau_shifted - 1) < 1e-8

tau_index = tau_shifted / index
A_index_flux = (dipole_power(2 * mu, omega_emission, index)
                / (hbar * omega_emission))
assert abs(A_index_flux * tau_index - 1) < 1e-8

# Boundary conditions for a unit dipole in an empty spherical cavity:
# unknowns are the reaction field and the dipole seen in the medium.
permittivity = index**2
boundary = np.array([[1.0, -1 / permittivity], [1.0, 2.0]])
reaction, outside_dipole = np.linalg.solve(boundary, np.array([-1.0, 2.0]))
cavity_factor = 3 * index**2 / (2 * index**2 + 1)
assert abs(outside_dipole / cavity_factor - 1) < 1e-12
medium_factor = index * cavity_factor**2
tau_film = tau_shifted / medium_factor
A_film_flux = (dipole_power(2 * mu * outside_dipole, omega_emission, index)
               / (hbar * omega_emission))
assert abs(A_film_flux * tau_film - 1) < 1e-8

# Yield as lifetime ratio, against the time integral of photon emission
yield_film = observed_lifetime / tau_film
other_rate = 1 / observed_lifetime - A_film_flux
assert other_rate > 0
photons = quad(lambda s: observed_lifetime * A_film_flux
               * np.exp(-(A_film_flux + other_rate) * observed_lifetime * s),
               0, np.inf)[0]
assert abs(photons / yield_film - 1) < 1e-7

thermal_exponent = hbar * omega / (k_B * 300.0)
thermal_photons = 1 / np.expm1(thermal_exponent)
size_parameter = omega * ring_radius / c
assert thermal_photons < 1e-20
assert A / omega < 1e-6
assert size_parameter < 0.02

print(f"Vacuum wavelength: {wavelength * 1e9:.0f} nm")
print(f"Oscillator strength: {strength:.2f} (no unit)")
print(f"Electron mass: {m_e:.6e} kg")
print(f"Elementary charge: {e:.6e} C")
print(f"Vacuum permittivity: {epsilon_0:.6e} F/m")
print(f"Speed of light: {c:.6e} m/s")
print(f"Reduced Planck constant: {hbar:.6e} J s")
print(f"Angular frequency: {omega:.4e} rad/s")
print(f"Photon energy: {hbar * omega / e:.3f} eV")
print(f"Transition dipole: {mu:.3e} C m")
print(f"Transition dipole divided by e: {mu / e * 1e9:.4f} nm")
print(f"Einstein B, formula: {B:.4e} m^3 rad/(J s^2)")
print(f"Einstein B, time evolution: {B_numeric:.4e} m^3 rad/(J s^2)")
print(f"Einstein A, formula: {A:.4e} 1/s")
print(f"Einstein A, radiated flux: {A_flux:.4e} 1/s")
print(f"Vacuum radiative lifetime: {tau * 1e9:.1f} ns")
for temperature, ratio, boltzmann in population_rows:
    print(f"Population ratio at {temperature:.0f} K, from A and B: {ratio:.4e}")
    print(f"Boltzmann ratio at {temperature:.0f} K: {boltzmann:.4e}")
print(f"One-axis oscillator f from grid: {f_axis:.5f} (no unit)")
print(f"One-axis lifetime, formula: {tau_axis * 1e9:.3f} ns")
print(f"One-axis lifetime, classical: {tau_classical * 1e9:.3f} ns")
print(f"Rough mean emission wavelength: {emission_wavelength * 1e9:.0f} nm")
print(f"Lifetime with red shift only: {tau_shifted * 1e9:.0f} ns")
print(f"Rough film refractive index: {index:.1f} (no unit)")
print(f"Lifetime with red shift and index: {tau_index * 1e9:.0f} ns")
print(f"Cavity dipole factor L: {cavity_factor:.3f} (no unit)")
print(f"Medium rate factor n L^2: {medium_factor:.2f} (no unit)")
print(f"Lifetime with red shift, index, cavity: {tau_film * 1e9:.0f} ns")
print(f"Rough observed lifetime: {observed_lifetime * 1e9:.0f} ns")
print(f"Estimated fluorescence yield: {yield_film * 100:.1f} percent")
print(f"Photon energy over k_B T at 300 K: {thermal_exponent:.0f} (no unit)")
print(f"Thermal photons per mode at 300 K: {thermal_photons:.1e} (no unit)")
print(f"Natural width ratio A/omega: {A / omega:.1e} (no unit)")
print(f"Rough ring radius: {ring_radius * 1e9:.1f} nm")
print(f"Wave number times ring radius: {size_parameter:.4f} (no unit)")
print("PASS")
```

Output:

```
Vacuum wavelength: 270 nm
Oscillator strength: 0.01 (no unit)
Electron mass: 9.109384e-31 kg
Elementary charge: 1.602177e-19 C
Vacuum permittivity: 8.854188e-12 F/m
Speed of light: 2.997925e+08 m/s
Reduced Planck constant: 1.054572e-34 J s
Angular frequency: 6.9765e+15 rad/s
Photon energy: 4.592 eV
Transition dipole: 2.528e-30 C m
Transition dipole divided by e: 0.0158 nm
Einstein B, formula: 6.7950e+19 m^3 rad/(J s^2)
Einstein B, time evolution: 6.7950e+19 m^3 rad/(J s^2)
Einstein A, formula: 9.1499e+06 1/s
Einstein A, radiated flux: 9.1499e+06 1/s
Vacuum radiative lifetime: 109.3 ns
Population ratio at 6000 K, from A and B: 1.3896e-04
Boltzmann ratio at 6000 K: 1.3896e-04
Population ratio at 20000 K, from A and B: 6.9641e-02
Boltzmann ratio at 20000 K: 6.9641e-02
One-axis oscillator f from grid: 0.33333 (no unit)
One-axis lifetime, formula: 3.279 ns
One-axis lifetime, classical: 3.279 ns
Rough mean emission wavelength: 300 nm
Lifetime with red shift only: 150 ns
Rough film refractive index: 1.7 (no unit)
Lifetime with red shift and index: 88 ns
Cavity dipole factor L: 1.279 (no unit)
Medium rate factor n L^2: 2.78 (no unit)
Lifetime with red shift, index, cavity: 54 ns
Rough observed lifetime: 2 ns
Estimated fluorescence yield: 3.7 percent
Photon energy over k_B T at 300 K: 178 (no unit)
Thermal photons per mode at 300 K: 7.2e-78 (no unit)
Natural width ratio A/omega: 1.3e-09 (no unit)
Rough ring radius: 0.3 nm
Wave number times ring radius: 0.0070 (no unit)
PASS
```
